# Static Kohn anomalies of undoped graphene at Γ and K, part 1

(Sections cited here and not found follow in the second part.)

## Kohn anomalies of graphene at Γ and K

A first-principles phonon calculation finds the force-constant matrix $C(\mathbf q)$ on a coarse mesh of wave vectors and fills in the dispersion by Fourier interpolation, with force constants cut off at the size of a supercell. A finite Fourier sum is analytic in $\mathbf q$. Whether the coarse mesh may be trusted, or extra points with dense electronic sampling and small smearing must be computed near special wave vectors, depends on whether the true $C(\mathbf q)$ has non-analytic terms, and where. In undoped graphene at zero temperature, in adiabatic density-functional theory with a local or semilocal functional, it has a term in $|\mathbf q|$ at Γ and at K:

$$\omega_{\rm LO}(\mathbf q)=\omega_\Gamma+\alpha_\Gamma q+O(q^2),\quad \omega_{\rm TO}(\mathbf q)=\omega_\Gamma+O(q^2),\quad \omega(\mathbf K+\mathbf q)=\omega_K+\alpha_K q+O(q^2),\tag{1}$$

with $q=|\mathbf q|$ and $\alpha=A\langle g^2\rangle/2v$, where $A$ is the cell area, $v$ the Fermi velocity and $\langle g^2\rangle$ a squared electron-phonon coupling at the Dirac points, defined in (14). At Γ only the longitudinal member of the $E_{2g}$ doublet has the kink; at K the kink treated here is that of the $A_1'$ mode, and it is isotropic. A term homogeneous of degree 1 in a two-dimensional $\mathbf q$ has a Fourier transform of degree $-3$, so the force constants carry a tail $R^{-3}$, and a supercell of side $L$ cannot reproduce the kink for $q\lesssim2\pi/L$. Hartree atomic units are used throughout.

### Electronic part of the force constants

Displace the atoms $s=A,B$, of mass $M$ and equilibrium positions $\mathbf r_s$, by the in-plane wave

$$\mathbf u_s=u\,\mathbf e_s e^{i\mathbf q\cdot\mathbf r_s}+\text{c.c.},\qquad |\mathbf e_A|^2+|\mathbf e_B|^2=1,\tag{2}$$

and define $C(\mathbf q)$ by writing the second-order energy of $N$ cells as $N|u|^2e^\dagger Ce$, with $e=(\mathbf e_A,\mathbf e_B)$. For a normal mode this energy is $\tfrac12M\omega^2\sum|\mathbf u_s|^2$. The sum equals $2N|u|^2$, because the terms in $e^{\pm2i\mathbf q\cdot\mathbf R}$ cancel over the lattice when $2\mathbf q$ is not a reciprocal vector (true at K; Γ is reached by continuity). Hence $Ce=M\omega^2e$, and a small change $\delta C$ shifts a nondegenerate frequency by

$$\delta\omega=\frac{e^\dagger\delta C\,e}{2M\omega}.\tag{3}$$

To first order the electrons feel $u\hat D+u^*\hat D^\dagger$, where $\hat D$ raises the crystal momentum by $\mathbf q$. The second-order energy of a Slater determinant is $2\sum|\langle j|\delta V|i\rangle|^2/(\varepsilon_i-\varepsilon_j)$ over occupied $i$ and empty $j$, the 2 counting spin. The part $u\hat D$ takes an occupied $n\mathbf k$ to an empty $m\,\mathbf k+\mathbf q$, and $u^*\hat D^\dagger$ takes an occupied $m\,\mathbf k+\mathbf q$ to an empty $n\mathbf k$ with the conjugate matrix element. With occupations $f=0,1$ the two cases combine into

$$e^\dagger C_{\rm el}e=\frac2N\sum_{\mathbf k}\sum_{mn}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}}\,|\langle m\,\mathbf k+\mathbf q|\hat D|n\mathbf k\rangle|^2.\tag{4}$$

For two bands $\pm|\varepsilon_{\mathbf k}|$, the lower full and the upper empty, only $\pi\to\pi^*$ and $\pi^*\to\pi$ survive, each with the ratio $-1/(|\varepsilon_{\mathbf k}|+|\varepsilon_{\mathbf k+\mathbf q}|)$. Equation (11) shows that their matrix elements have the same modulus $|D|$, so

$$e^\dagger C_{\rm el}e=-\frac4N\sum_{\mathbf k}\frac{|D|^2}{|\varepsilon_{\mathbf k}|+|\varepsilon_{\mathbf k+\mathbf q}|}.\tag{5}$$

In density-functional theory the potential is self-consistent, and one must ask which vertex enters. Write $b$ for the bare vertex, $\chi_0$ for the independent-particle response and $U$ for the Hartree and exchange-correlation kernel, as real symmetric matrices for brevity. The screened vertex obeys $V=b+U\chi_0V$ and the response part of the force constant is $C=b^T\chi_0V$. Let $\chi_0$ change by $\delta\chi_0$. Then $\delta V=U\delta\chi_0V+U\chi_0\delta V$, so $\delta V=(1-U\chi_0)^{-1}U\delta\chi_0V$ and

$$\delta C=\big[b^T+b^T\chi_0(1-U\chi_0)^{-1}U\big]\delta\chi_0V.\tag{6}$$

The transpose of the bracket is $b+U(1-\chi_0U)^{-1}\chi_0b$. Multiplying out shows $\chi_0(1-U\chi_0)=(1-\chi_0U)\chi_0$, hence $(1-\chi_0U)^{-1}\chi_0=\chi_0(1-U\chi_0)^{-1}$, and the transpose is $b+U\chi_0V=V$. Therefore

$$\delta C=V^T\delta\chi_0V.\tag{7}$$

The $|\mathbf q|$ term of $\chi_0$ is such a small change, so it enters with both vertices screened, and $\hat D$ in the non-analytic part of (5) is the self-consistent potential. The step needs $U$ finite in the channel the mode excites. At K the Coulomb kernel is finite because $\mathbf K+\mathbf G\neq0$. At Γ it diverges as $2\pi/q$, but the $E_{2g}$ pattern is even under inversion through a hexagon centre and so induces no dipole, that is no macroscopic charge $\mathbf c\cdot\mathbf q$. The cones add no charge in $|\mathbf q|$ either: the interband amplitude (11) changes sign with the band index $s$, while the density amplitude between the same states, $\tfrac12(1-e^{i(\phi'-\phi)})$, does not, so the cross terms of $\pi\to\pi^*$ and $\pi^*\to\pi$ cancel. A local or semilocal functional is assumed, so that $v$ and the vertex have finite limits at the Dirac point; unscreened Fock exchange makes $v$ grow as $\ln(1/k)$ and is not covered.

A non-analytic term of (5) requires $\mathbf k$ and $\mathbf k+\mathbf q$ to lie near Dirac points together. If only $\mathbf k$ does, the integrand depends on $\mathbf q$ through smooth functions; if only $\mathbf k+\mathbf q$ does, the same holds after taking $\mathbf k+\mathbf q$ as the variable. The Dirac points are $\pm\mathbf K$, and $3\mathbf K$ is a reciprocal vector, so $\mathbf q$ must be near $\mathbf Q=0$ or $\pm2\mathbf K\equiv\mp\mathbf K$. For $\mathbf Q=0$ both valleys contribute, $n_v=2$. For $\mathbf Q=\mathbf K$ the valley $\mathbf K$ goes to $2\mathbf K\equiv-\mathbf K$ while $-\mathbf K$ goes to Γ, far from the Fermi level, so $n_v=1$.

### Vertices in the nearest-neighbour model

The angular form of $|D|^2$ is derived here in a tight-binding model whose hopping $-(t-\eta\,\delta d)$ depends on the bond stretch $\delta d$, with $\eta$ understood as screened. The bonds from A to B are $\boldsymbol\delta_j=d\,\hat{\boldsymbol\delta}_j$ at angles $\theta_j=90^\circ,210^\circ,330^\circ$; the lattice constant is $a=\sqrt3d$, $A=\sqrt3a^2/2$, and $\mathbf K=(4\pi/3a,0)$. The $x$ components of the bonds are $0,-a/2,a/2$, which gives

$$e^{i\mathbf K\cdot\boldsymbol\delta_j}=ie^{-i\theta_j},\qquad e^{-3i\theta_j}=i,\qquad \sum_je^{in\theta_j}=0\ \text{ unless }3\,|\,n.\tag{8}$$

For any vector $\mathbf w$ put $w_\pm=w_x\pm iw_y$, so that $\hat{\boldsymbol\delta}_j\cdot\mathbf w=\tfrac12(w_-e^{i\theta_j}+w_+e^{-i\theta_j})$. By (8) only the term free of $\theta_j$ survives in

$$\sum_j\hat{\boldsymbol\delta}_j\cdot\mathbf w\,e^{\pm i\mathbf K\cdot\boldsymbol\delta_j}=\pm\tfrac{3i}{2}w_\mp.\tag{9}$$

With Bloch phases at the atomic positions, $H_{AB}=-tf$, $f(\mathbf k)=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}=|f|e^{i\phi}$, and the state of energy $st|f|$, $s=\pm1$, is $(1,-se^{-i\phi})/\sqrt2$. Expanding $f$ to first order in a small $\mathbf k$ of polar angle $\theta$ and using (9), $f(\pm\mathbf K+\mathbf k)\simeq id(\pm\tfrac{3i}2)k_\mp=\mp\tfrac{3d}2ke^{\mp i\theta}$. Thus $|\varepsilon|=vk$ with $v=3td/2$, and $e^{i\phi}=-e^{-i\theta}$ at $\mathbf K$, $e^{i\phi}=e^{i\theta}$ at $-\mathbf K$. Since $e^{3i\mathbf K\cdot\boldsymbol\delta_j}=1$, $f$ is the same at $2\mathbf K+\mathbf k$ and at $-\mathbf K+\mathbf k$.

The stretch of bond $j$ from the A atom at $\mathbf R$ is $ub_je^{i\mathbf q\cdot\mathbf R}+$c.c., and it changes $H_{AB}$ by $+\eta\,\delta d$. Summing over cells between Bloch states gives

$$b_j=\hat{\boldsymbol\delta}_j\cdot(\mathbf e_Be^{i\mathbf q\cdot\boldsymbol\delta_j}-\mathbf e_A),\quad D_{AB}=\eta\sum_jb_je^{i\mathbf k\cdot\boldsymbol\delta_j},\quad D_{BA}=\eta\sum_jb_je^{-i(\mathbf k+\mathbf q)\cdot\boldsymbol\delta_j},\tag{10}$$

where $D_{AB}=\langle A,\mathbf k+\mathbf q|\hat D|B,\mathbf k\rangle$ and $\mathbf k,\mathbf q$ are full wave vectors. Between the ket $s$ at $\mathbf k$ and the bra $-s$ at $\mathbf k+\mathbf q$, whose conjugated components are $(1,se^{i\phi'})/\sqrt2$,

$$D=-\frac s2\big[D_{AB}e^{-i\phi}-D_{BA}e^{i\phi'}\big],\tag{11}$$

and $|D|$ does not depend on $s$. The coupling strength is measured by the four matrix elements between the degenerate states exactly at the Dirac points,

$$\langle D^2\rangle=\tfrac14\sum_{i,j}|\langle i,\mathbf K+\mathbf Q|\hat D|j,\mathbf K\rangle|^2=\tfrac14\big(|D_{AB}|^2+|D_{BA}|^2\big),\tag{12}$$

which is a trace and so independent of the basis chosen in each doublet. From here $\mathbf q$ is measured from $\mathbf Q$, and $\mathbf k$, $\mathbf k'=\mathbf k+\mathbf q$, with angles $\theta,\theta'$, from their Dirac points. The vertices (10) are evaluated at the Dirac points; corrections are of relative order $ka$.

At Γ the optical pattern is $\mathbf e_B=-\mathbf e_A=\mathbf n/\sqrt2$ with $\mathbf n=(\cos\psi,\sin\psi)$, so $b_j=\sqrt2\,\hat{\boldsymbol\delta}_j\cdot\mathbf n$. In valley $\mathbf K$, (9) gives $D_{AB}=iGe^{-i\psi}$ and $D_{BA}=-iGe^{i\psi}$ with $G=3\eta/\sqrt2$, and (12) gives $\langle D^2_\Gamma\rangle=G^2/2=9\eta^2/4$. With $e^{-i\phi}=-e^{i\theta}$ and $e^{i\phi'}=-e^{-i\theta'}$ the bracket in (11) is $-iG[e^{i(\theta-\psi)}+e^{-i(\theta'-\psi)}]$, so $|D|^2=\tfrac14G^2[2+2\cos(\theta+\theta'-2\psi)]$. In valley $-\mathbf K$ the same steps give the square bracket conjugated, with the same modulus. Only differences of angles appear, so they may be measured from $\mathbf q$, with $\psi=0$ for LO and $\psi=\pi/2$ for TO. The cross term between these two patterns is the product of $e^{-i\theta}+e^{i\theta'}$ with $-i(e^{i\theta}-e^{-i\theta'})$, which is $2\sin(\theta+\theta')$; it is odd under reflection in the $\mathbf q$ axis and integrates to zero. The cone part of $C$ is therefore diagonal in LO and TO.

At K, $e^{-2i\mathbf K\cdot\boldsymbol\delta_j}=e^{i\mathbf K\cdot\boldsymbol\delta_j}$, so $D_{AB}=D_{BA}=i\eta\sum_jb_je^{-i\theta_j}$ with $b_j=\hat{\boldsymbol\delta}_j\cdot(ie^{-i\theta_j}\mathbf e_B-\mathbf e_A)$. By (8) the A part of the sum is $-\tfrac32e_{A-}$, and the B part is $\tfrac i2e_{B+}\sum_je^{-3i\theta_j}=-\tfrac32e_{B+}$. Hence $\sum_jb_je^{-i\theta_j}=-3\,e_K^\dagger e$ with $e_K=\tfrac12(1,i,1,-i)$. In this model the vertex vanishes for the three patterns orthogonal to $e_K$. For the $E'$ doublet that is a property of the model, not of symmetry: a site potential $\lambda\sum_jb_j$ on A equals $\tfrac{3i}2\lambda e_{B-}$, which is zero for $e_K$ but not for the $E'$ pattern $\mathbf e_A=0$, $\mathbf e_B=(1,i)/\sqrt2$. Its interband $|D|^2$ is independent of angle, and the integral below with $W=1$ then gives the diagonal element of $C$ for this pattern a term in $q$ of order $\lambda^2$. That fixes the mean slope of the two $E'$ branches, not each one: they already split linearly in $q$ at $\lambda=0$, and the element joining the two patterns of the doublet adds a direction-dependent term of order $\lambda^2q$. For $e_K$ itself $\hat{\boldsymbol\delta}_j\cdot\mathbf e_A=\tfrac12e^{i\theta_j}$, and the B term is $\tfrac i2e^{-2i\theta_j}=-\tfrac12e^{i\theta_j}$, so $b_j=-e^{i\theta_j}$: all bonds are stretched with unit amplitude and phases $120^\circ$ apart, the Kekulé pattern $A_1'$. Then $D_{AB}=D_{BA}=-3i\eta$ and $\langle D^2_K\rangle=9\eta^2/2$. With $e^{-i\phi}=-e^{i\theta}$ and $e^{i\phi'}=e^{i\theta'}$ the bracket in (11) is $3i\eta(e^{i\theta}+e^{i\theta'})$. Collecting the three cases, $|D|^2=\langle D^2\rangle W$ with

$$W_{\rm LO}=1+\cos(\theta+\theta'),\quad W_{\rm TO}=1-\cos(\theta+\theta'),\quad W_K=1+\cos(\theta-\theta').\tag{13}$$

The coupling in energy units is the vertex times the zero-point length,

$$\langle g^2\rangle=\langle D^2\rangle/2M\omega.\tag{14}$$

The non-analytic part of the force constants has been traced to the Dirac cones, and its coupling strengths and angular weights have been found for the LO, TO and $A_1'$ modes. It remains to integrate over the cones to obtain the slopes in (1), to check them on a lattice example, and to find where the linear law fails.
